# Saturation density of two-dimensional islands with irreversible dimers

**Q.** You want the density of islands that a metal forms on a flat liner in its first monolayer. Which processes are allowed?

**A.** Atoms arrive at a flux \(F\), in monolayers per second. They diffuse on a square lattice and join any island they reach. Two adatoms that meet form a dimer, which neither breaks nor moves, so it counts as an island from the start. Islands are one layer high. There is no evaporation, no trap in the surface and no barrier at island edges, so an atom that lands on an island steps down and joins it.

All densities are numbers per lattice site: \(n\) for adatoms, \(N\) for islands. The deposited amount is \(\theta=Ft\). If an adatom hops at total rate \(h\) over the site spacing \(a\), its mean square displacement is \(ha^2t\). In two dimensions this equals \(4Dt\), so \(D=h/4\) in site areas per second, and \(D/F\) is a pure number.

**Q.** Two adatoms are needed for a dimer, so a factor of two is easily lost. What is the rate?

**A.** Define the capture number \(\sigma_1\) by saying that a fixed adatom would collect others at the rate \(\sigma_1Dn\). Here both partners move. Their independent mean square displacements add, \(4Dt+4Dt=4(2D)t\), so the relative diffusion coefficient is \(2D\). Summing over all adatoms counts each pair twice, hence

\[
\text{dimers per site and second}=\tfrac12\,n\,(2D\sigma_1n)=\sigma_1Dn^2 .
\]

The two factors cancel. Each event removes two adatoms. With \(\sigma_x\) the capture number of an island, the mean-field balance is

\[
\frac{dn}{dt}=F-2\sigma_1Dn^2-\sigma_xDnN .
\]

Mean field means that one average density \(n\) stands for the surroundings of every island. For now \(\sigma_1\) and \(\sigma_x\) are constants.

**Q.** That equation is nonlinear. What permits you to simplify it?

**A.** After a short transient, islands take nearly all the arriving atoms. Then \(F\simeq\sigma_xDnN\), or

\[
n\simeq\frac{F}{\sigma_xDN}.
\]

The transient can be estimated. At first \(n\simeq Ft\), so \(N\simeq\sigma_1DF^2t^3/3\). Capture by islands matters once \(\sigma_xDNt\simeq1\), that is, \(\sigma_1\sigma_xD^2F^2t^4/3\simeq1\). This gives

\[
\theta_{\rm tr}\simeq\left(\frac{3}{\sigma_1\sigma_x}\right)^{1/4}\left(\frac FD\right)^{1/2},
\]

which is far below one monolayer when \(D/F\gg1\). This gives only the scale, because dimer formation already removes adatoms by then: for \(\sigma_1=3\) and \(\sigma_x=10\) the full equations give \(n\simeq0.6\,\theta\) at \(\theta_{\rm tr}\), and islands take 90% of the flux only near \(10\,\theta_{\rm tr}\). Afterwards the neglected dimer term, relative to island capture, is \(2\sigma_1n/(\sigma_xN)\). If \(N\) scales as \((F/D)^{1/3}\), then \(n\) scales as \((F/D)^{2/3}\), and this ratio vanishes as \((F/D)^{1/3}\). The term \(dn/dt\) is also small: differentiating \(n\propto1/N\) gives \((dn/dt)/F=-(n/N)\,dN/d\theta\), of order \(n\) when \(\theta\) is of order one.

**Q.** You have assumed the cube root in order to justify it. Derive it, and show me the saturation.

**A.** Take the island equation with nucleation alone, \(dN/dt=\sigma_1Dn^2\). Insert \(n\) and divide by \(F\):

\[
\frac{dN}{d\theta}=\frac{\sigma_1D}{F}\,\frac{F^2}{\sigma_x^2D^2N^2}=\frac{\alpha}{N^2},
\qquad \alpha=\frac{\sigma_1}{\sigma_x^2}\frac FD .
\]

Multiplication by \(3N^2\) gives \(d(N^3)/d\theta=3\alpha\). Neglecting the transient, we start from \(N=0\) and find

\[
N=(3\alpha\theta)^{1/3}.
\]

The cube root follows, which makes the estimates above consistent. Saturation does not. At fixed \(\theta\) the density is proportional to \((F/D)^{1/3}\), but it keeps growing: from 0.05 to 0.40 monolayer it rises by \(8^{1/3}=2\). With constant capture numbers and no loss of bare area, irreversible dimers alone do not produce a saturation density.

**Q.** Then what stops the growth?

**A.** In this simplest model, merging does. Covered area and growing capture numbers also slow nucleation; they are added later. Let the islands be discs of equal radius \(r\), in site spacings, placed at random. Their coverage is \(Z=N\pi r^2\). Two discs touch if their centres are closer than \(2r\), so the number of touching pairs per site is

\[
\tfrac12N\cdot N\pi(2r)^2=2N\,(N\pi r^2)=2NZ .
\]

When the discs grow by \(dZ\) at given \(N\), the number of contacts rises by \(2N\,dZ\). At low coverage each contact turns two islands into one. The loss rate is therefore \(2N\,dZ/dt\).

**Q.** That counts first contacts in a dilute random pattern. You will use it after many mergers.

**A.** Yes, and that is a closure assumption. It supposes that merged islands become compact again, that the pattern stays random and that sizes stay similar. For unequal discs the mean of \((r_1+r_2)^2\) is \(2\langle r^2\rangle+2\langle r\rangle^2\), which is at most \(4\langle r^2\rangle\), so a spread of sizes lowers the number of contacts at given coverage. The rate at which contacts form also depends on how the growth is shared among the sizes. Islands also nucleate where adatoms are plentiful, away from existing islands, so early mergers are rarer than random placement implies. The term \(2N\) is therefore a simple model of the loss, too large at low coverage.

Every deposited atom is either an adatom or part of an island, so \(Z=\theta-n\). Since \(dn/d\theta\) is small, \(dZ/dt\simeq F\), and

\[
\frac{dN}{d\theta}=\frac{\alpha}{N^2}-2N .
\]

Put \(u=N^3\). Then \(du/d\theta=3N^2\,dN/d\theta=3\alpha-6u\). Multiply by \(e^{6\theta}\) to make the left side a total derivative:

\[
\frac{d}{d\theta}\left(u\,e^{6\theta}\right)=3\alpha\,e^{6\theta}
\quad\Rightarrow\quad
u=\frac{\alpha}{2}\left(1-e^{-6\theta}\right),
\]

where \(u(0)=0\) fixed the constant. Thus

\[
N(\theta)=N_s\left(1-e^{-6\theta}\right)^{1/3},\qquad
N_s=\left(\frac{\sigma_1}{2\sigma_x^2}\right)^{1/3}\left(\frac FD\right)^{1/3}.
\]

For \(\theta\ll1/6\) the bracket is \(6\theta\), and \(N^3=3\alpha\theta\) returns.

**Q.** Where does the third come from physically?

**A.** On the plateau of this model the birth and death rates are equal. Births need two adatoms, and each factor \(n\) carries \(1/N\), because more islands leave fewer adatoms. The birth rate is therefore proportional to \(F^2/(DN^2)\). Deaths are proportional to \(FN\), because the flux drives the growth that brings islands together. Equating them gives \(N^3\propto F/D\). Faster diffusion lets atoms find existing islands before they find one another. The power does not depend on merging: births alone already gave \(N^3\propto F/D\) at fixed \(\theta\).

**Q.** Your plateau is approached slowly. By then much of the surface is covered.

**A.** The formula gives \(N/N_s=0.767\), 0.919 and 0.983 at 0.10, 0.25 and 0.50 monolayer. The bare area must therefore be included. Let \(\nu=n/(1-Z)\) be the adatom density on the bare part, and set \(Z\simeq\theta\). Atoms that land on islands join them directly. The adatom balance becomes

\[
F(1-\theta)=\sigma_xD\nu N .
\]

Nucleation per site of the whole surface is \((1-\theta)\sigma_1D\nu^2\), which brings one more factor \(1-\theta\). Hence

\[
\frac{du}{d\theta}=3\alpha(1-\theta)^3-6u .
\]

With \(x=1-\theta\) and \(u=\alpha g\), this reads \(dg/dx=6g-3x^3\). A cubic polynomial solves it, and the term \(e^{-6\theta}\) is added to satisfy \(g=0\) at \(\theta=0\):

\[
g=\frac{x^3}{2}+\frac{x^2}{4}+\frac{x}{12}+\frac1{72}-\frac{61}{72}e^{-6\theta}.
\]

At the maximum \(du/d\theta=0\), so \(g=x^3/2\). The other terms must then cancel:

\[
18x^2+6x+1=61\,e^{-6\theta}.
\]

The numerical root is \(\theta_*=0.215\). Since \(N_s^3=\alpha/2\), the peak is \(N_*/N_s=1-\theta_*=0.785\). The plateau has become a maximum, lower by about a fifth, with the same exponent.

**Q.** You still treat \(\sigma_x\) as a constant. A large island surely captures more.

**A.** It does. Give each island of radius \(r\) a circular cell of radius \(R\), with \(Z=r^2/R^2\). The density \(c(\rho)\) around it obeys \(D\nabla^2c=-F\), vanishes at \(r\) and has zero slope at \(R\). One integration gives \(\rho\,c'=(F/2D)(R^2-\rho^2)\), and a second gives

\[
c=\frac{F}{2D}\left[R^2\ln\frac{\rho}{r}-\frac{\rho^2-r^2}{2}\right].
\]

Its average over the ring is

\[
\nu=\frac{FR^2}{D(1-Z)}\left[\frac{\ln(1/Z)}4-\frac{1-Z}4-\frac{(1-Z)^2}8\right].
\]

The island receives \(F\pi R^2(1-Z)\) atoms per second, and this must equal \(\sigma_xD\nu\). Therefore

\[
\sigma_x(Z)=\frac{4\pi(1-Z)^2}{\ln(1/Z)-\tfrac12(1-Z)(3-Z)} .
\]

It is 10.2 at \(Z=0.1\) and 16.4 at \(Z=0.2\). Since it depends on coverage alone, the equation for \(u\) still has a source equal to \(F/D\) times a function of \(\theta\). It is linear in \(u\), so \(N=(F/D)^{1/3}\) times a function of \(\theta\), and the exponent survives within this model in the steady-state limit of very large \(D/F\).

The prefactor changes. With \(\sigma_1=3\), numerical quadrature and maximization give a peak of \(1.06N_s\) at 0.068 monolayer, where \(N_s\) is evaluated with \(\sigma_x=10\). Early islands capture less than the constant value assumes, which leaves more adatoms for nucleation. Relative to the reference value \(\sigma_x=10\), this slightly more than offsets the loss from covered area in the steady-state limit; another reference value would change the ratio. That limit is approached slowly, because much of the nucleation now falls in or near the transient. Integrating both rate equations without the steady-state approximation gives a peak of \(0.81N_s\) at \(D/F=10^4\), \(0.94N_s\) (at 0.088 monolayer) at \(4.8\times10^5\), \(1.00N_s\) at \(10^7\) and \(1.05N_s\) at \(10^{10}\).

This also completes the answer to what stops the growth. If the merging term is dropped and the other two effects are kept, the same quadrature gives \(1.21N_s\), \(1.26N_s\) and \(1.28N_s\) at 0.1, 0.2 and 0.6 monolayer (\(1.06N_s\), \(1.13N_s\) and \(1.15N_s\) from the full rate equations at \(D/F=4.8\times10^5\)). Nucleation thus dies out by itself as islands cover the surface and capture more atoms. Merging turns this levelling into a maximum.

**Q.** And \(\sigma_1\)? An adatom does not grow.

**A.** But islands screen it. Around a fixed adatom, with a capture radius of one site, \(D\nabla^2c-\sigma_xDNc+F=0\). With \(\kappa^2=\sigma_xN\), the solution that vanishes at \(\rho=1\) is \(c=c_\infty[1-K_0(\kappa\rho)/K_0(\kappa)]\), where \(K_0\) and \(K_1\) are modified Bessel functions. Since \(K_0'=-K_1\), the inward flux \(2\pi Dc'(1)\), divided by \(Dc_\infty\), is

\[
\sigma_1=2\pi\kappa\,\frac{K_1(\kappa)}{K_0(\kappa)} .
\]

For small \(\kappa\) this varies as \(2\pi/\ln(1/\kappa)\) to leading order. It falls slowly as \(N\) falls, so \(N\) depends on \(F/D\) a little more strongly than the cube root. Solving \(N^3=\sigma_1(N)F/(2\sigma_x^2D)\) numerically, with \(\sigma_x=10\), at half and twice \(D/F=4.8\times10^5\) gives a local exponent of 0.361. The value \(1/3\) belongs to constant \(\sigma_1\).

**Q.** All this is still mean field. What happens if the atoms are followed one by one?

**A.** I used a Monte Carlo simulation on a periodic lattice of \(200\times200\) sites. Adatoms land and hop at random, and adjacent pairs become immobile dimers. An atom reaching an island is placed on the free site nearest its centre, which keeps islands compact. Islands that touch are counted as one, but do not change shape. No capture number enters. One run was made for each ratio.

| \(D/F\) | peak \(N\) per site | \(\theta\) at peak | peak\(/N_s\) |
|---|---|---|---|
| \(10^4\) | 0.01183 | 0.16 | 1.03 |
| \(10^5\) | 0.00605 | 0.13 | 1.14 |
| \(10^6\) | 0.00295 | 0.09 | 1.20 |

The density passes through a maximum. At 0.5 monolayer it has fallen to 0.00490, 0.00317 and 0.00122.

**Q.** The last column drifts. Your exponent is not one third.

**A.** The straight-line fit on logarithmic axes gives 0.301. That is below \(1/3\), whereas screening of \(\sigma_1\) alone would put it above. The last peak contains \(0.00295\times40\,000=118\) islands. If their number fluctuated like independent events, its relative uncertainty would be \(1/\sqrt{118}\), or 9%, and the uncertainty of the exponent would be about 0.02. The gap is about one and a half times this estimate, but the estimate overstates the noise: six further pairs of runs at \(D/F=10^4\) and \(10^6\) give a mean exponent of 0.304 with a scatter of 0.009 per pair, so the deviation is real. The rate equations show a similar shift at these ratios. With the cell-model \(\sigma_x(Z)\) and without the steady-state approximation, their peak density has an effective exponent of 0.297 between \(10^4\) and \(10^6\), or 0.322 when \(\sigma_1\) is screened as well. The terms dropped in the steady state lower the density most at small \(D/F\). These runs show a power near 0.3 over two decades; they do not establish the asymptotic value.

**Q.** Put in numbers for a wiring trench.

**A.** Consider a sputtered metal seed layer on the trench liner at 300 K. I take rough, round parameters: site spacing 0.25 nm, hop barrier 0.40 eV, attempt rate \(10^{13}\ \mathrm{s^{-1}}\), \(\sigma_1=3\), \(\sigma_x=10\), and a floor flux of 1 monolayer/s. Then

\[
h=10^{13}e^{-0.40\,\mathrm{eV}/k_BT}=1.907\times10^6\ \mathrm{s^{-1}},\qquad
\frac DF=\frac{h}{4F}=4.767\times10^5,
\]

\[
N_s=\left(\frac{3}{2\cdot10^2\cdot4.767\times10^5}\right)^{1/3}=3.16\times10^{-3}\ \text{per site}.
\]

One site covers \((2.5\times10^{-8}\ \mathrm{cm})^2\), so \(N_s\) is about \(5\times10^{12}\ \mathrm{cm^{-2}}\). The mean spacing is \(0.25\ \mathrm{nm}/\sqrt{N_s}=4.4\) nm, or 4.5 islands across a floor 20 nm wide.

The adatom density is \(n=F/(\sigma_xDN_s)=6.6\times10^{-5}\) per site, and the neglected dimer term is \(2\sigma_1n/(\sigma_xN_s)=1.3\%\) of island capture. Integrating both rate equations with a stiff solver, without the steady-state approximation or the bare-area factor, gives a density at 0.5 monolayer 1.0% below the closed formula.

**Q.** The sidewall gets less metal. Does it get proportionally fewer islands?

**A.** No. With one fifth of the flux and the same \(D\), the ratio at equal deposited amount is \(0.2^{1/3}=0.585\). The wall needs five times as long to reach that amount. With constant capture numbers, cooling to 250 K at fixed flux multiplies the density by 2.81, because \(N_s\propto D^{-1/3}\) carries one third of the hop barrier in its exponent. For the same reason a barrier higher by 0.05 eV multiplies \(N_s\) by 1.91 at 300 K, so an uncertain barrier matters more than the bare-area correction.

**Q.** Are the dimers really irreversible and immobile?

**A.** A dimer gains a third atom at about \(\sigma_1Dn=95\ \mathrm{s^{-1}}\). With an assumed bond of 0.50 eV, breakup requires \(0.40+0.50\) eV and occurs at \(7.6\times10^{-3}\ \mathrm{s^{-1}}\). The two rates become equal near 440 K at this flux, but dimer motion sets a lower limit on the temperature range of the model.

Motion is less negligible. With a dimer hop barrier of 0.60 eV and the same attempt rate, \(D_2=h_2/4\), and loss to other islands at rate \(\sigma_xD_2N_s\) is 7% of the growth rate at 300 K. With \(n=F/(\sigma_xDN_s)\), this ratio is \(\sigma_x^2D_2N_s^2/(\sigma_1F)\). Since \(N_s^2\propto D^{-2/3}\), it rises with an activation energy of \(0.60-\tfrac23\,0.40=0.33\) eV and reaches one near 380 K. There about half of the dimers join other islands before they gain a third atom, so the assumption of immobile dimers fails well before breakup matters. Direct hits add some nucleation: an atom landing on an adatom or one of its four neighbour sites makes a dimer at rate \(5Fn\), which is \(5F/(\sigma_1Dn)=5\%\) of the diffusive rate. With an adsorption energy of 2.5 eV, evaporation is negligible.

**Q.** What about a second layer, and the trench corners?

**A.** On a disc of radius \(r\), the steady density obeys \(D\nabla^2c=-F\), so \(c(\rho)=c(r)+F(r^2-\rho^2)/(4D)\). If atoms cross the edge at the rate \(D'c(r)\) per unit length, the outflow \(2\pi rD'c(r)=F\pi r^2\) fixes \(c(r)=Fr/(2D')\). Integration over the disc gives the mean number of atoms on top,

\[
m=F\left(\frac{\pi r^4}{8D}+\frac{\pi r^3}{2D'}\right).
\]

Each arrival finds on average \(m\) others there. I integrate \((\theta/N_s)\,m\) over \(\theta\) up to 0.3 monolayer, with \(\pi r^2=\theta/N_s\), to estimate the meetings per island. Counting every such coexistence as a meeting overstates the number, while holding the density at \(N_s\) from the start understates the early island size. The integral gives 0.01 for \(D'=D\). An extra edge barrier of 0.10 eV, with \(D'=De^{-0.10\,\mathrm{eV}/k_BT}\), gives 0.22, and second-layer nuclei can no longer be dismissed.

Corners act over a distance of the order of the screening length \(0.25\ \mathrm{nm}/\sqrt{\sigma_xN_s}=1.4\) nm. Two such strips make up 14% of the floor. This length belongs to the saturated pattern; while islands nucleate it is longer. When half of the peak density has formed it is 2.3 nm with constant \(\sigma_x\) and 3.5 nm with the cell-model \(\sigma_x(Z)\), or 23% to 35% of the floor for two strips. The flat-surface result thus describes the middle of the floor, but not its edges.

**Q.** Would you trust \(5\times10^{12}\ \mathrm{cm^{-2}}\) on a real liner?

**A.** As an order of magnitude for a smooth, clean, well-wetted one, provided its hop barrier is close to the assumed 0.40 eV. A flux of 1 monolayer/s is about 0.25 nm/s; four times the flux would raise \(N_s\) by \(4^{1/3}=1.6\). Real liners can be rough, polycrystalline or amorphous, and the arriving atoms can be energetic. Strong traps much denser than \(N_s\) would set the island density at first: with so many islands, few adatoms are left to nucleate more. The dependence on \(F/D\) is then weak, but it can return as merging removes islands. With \(10^{13}\) occupied traps per cm², the density would start at about twice the number above.

Poor wetting breaks the one-layer assumption. If islands are \(m_h\) layers high, their coverage grows as \(\theta/m_h\), and the merging term becomes \(2N/m_h\). With the capture numbers held fixed, \(\alpha/N^2=2N/m_h\) gives a density larger by \(m_h^{1/3}\), or 1.6 for four layers, reached only after more metal has been deposited. Cooling as a means to a denser seed therefore has conditions: nucleation must be governed by diffusion rather than traps, and the colder atoms must still be able to leave the island tops.
